**Allen's expansion tested against a direct energy-grid solution**

The program computes the effective momentum relaxation rate \(\Gamma_{\rm eff}=1/[\Gamma^{-1}]_{00}\), where \(\Gamma\) is the electron–phonon collision matrix in products of Fermi-surface harmonics \(F_l\) and energy polynomials \(\sigma_n\). The resistivity is \(m\Gamma_{\rm eff}/(n_ee^2)\), with the rate divided by \(\hbar\), electron density \(n_e\) and mass \(m\). It asserts the orthonormality of the basis, the closed energy integrals up to \(\sigma_2\), and the angular matrices against explicit cone averages. It also asserts that golden-rule rates on an energy grid, restricted to the same low polynomials, reproduce the expansion to \(10^{-4}\), and that the series stays above the full grid solution within grid error. Further assertions cover the low- and high-temperature limits, with \(t=kT/\Omega_m\) and \(\Omega_m\) the largest phonon energy, and a single maximum of the isotropic energy correction on a scan from \(t=0.01\) to 2. The output places that maximum at 27.8 % near \(t=0.15\), for \(n\le16\). In the anisotropic model at \(kT=0.005\) eV, the resistivity falls from 0.150 to 0.106 μΩ cm. By the variational principle the series values are upper bounds; they converge slowly in \(n\).

## Verification by program

```python
"""
Result under test: for electrons scattered by equilibrium phonons,
  resistivity = m*Gamma_eff/(n e^2),  Gamma_eff = 1/[inverse(Gamma)]_(first,first),
where Gamma is the collision matrix in products F_l(k)*sigma_n(E/kT).
F_l     : Fermi-surface harmonics, here sqrt(2l+1) P_l(cos theta) on a sphere
sigma_n : polynomials orthonormal under -df/dx, x = E/kT
The lowest order keeps only (l=1, n=0); adding functions lowers Gamma_eff.
Every truncated Gamma_eff is an upper bound; convergence in n is algebraic.
Model: acoustic phonons, Omega = Omega_max*z, z = q/(2 kF), alpha2F = lam*z^2,
coupling multiplied by w(k)w(k'), w = 1 + a*P2(cos theta).
t = kT/Omega_max, u = Omega/kT. Energies in eV, lengths in angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar
from scipy.special import eval_legendre, zeta, factorial

pi = np.pi
omega_max, lam, aniso, k_fermi = 0.04, 0.5, 0.5, 1.2
EVEN = tuple(range(0, 17, 2))
EVEN_LONG = tuple(range(0, 41, 2))
ODD_L = (1, 3, 5, 7)


def energy_polynomials(x, orders):
    """Orthonormal polynomials by three-term recurrence; last axis = order."""
    def beta(n):
        return pi**2 * n**4 / (4 * n**2 - 1)
    values = [np.ones_like(x), x / np.sqrt(beta(1))]
    for n in range(1, max(orders)):
        values.append((x * values[n] - np.sqrt(beta(n)) * values[n - 1])
                      / np.sqrt(beta(n + 1)))
    return np.stack([values[n] for n in orders], axis=-1)


def energy_integrals(u, orders):
    """Scattering-out (A) and scattering-in (B) integrals for each u."""
    step = 0.35
    count = int((100 + 4 * max(orders)) / step)
    y = np.arange(-count, count + 1) * step
    half = u[:, None] / 2
    window = np.sinh(half) / (np.cosh(y)[None, :] + np.cosh(half))
    low = energy_polynomials(y[None, :] - half, orders)
    high = energy_polynomials(y[None, :] + half, orders)
    wl = np.swapaxes(low * window[..., None], 1, 2)
    wh = np.swapaxes(high * window[..., None], 1, 2)
    return (0.5 * step * (wl @ low + wh @ high),
            0.5 * step * (wl @ high + wh @ low))


def harmonics(ls, c):
    return np.array([np.sqrt(2 * l + 1) * eval_legendre(l, c) for l in ls])


def angular_matrices(z, ls, a):
    """Out and in spectral matrices from the addition theorem."""
    c, weight = np.polynomial.legendre.leggauss(32)
    weight = weight / 2
    p2 = eval_legendre(2, c)
    w = 1 + a * p2
    f = harmonics(ls, c)
    inner_l = tuple(range(1, max(ls) + 3, 2))
    g = harmonics(inner_l, c)
    overlap = (f * weight * w) @ g.T
    mu = 1 - 2 * z**2
    kernel = np.array([eval_legendre(l, mu) for l in inner_l])
    inside = np.einsum('iL,Lz,jL->zij', overlap, kernel, overlap)
    m0 = (f * weight * w) @ f.T
    m2 = (f * weight * w * p2) @ f.T
    out = m0[None] + a * eval_legendre(2, mu)[:, None, None] * m2[None]
    scale = (lam * z**2)[:, None, None]
    return scale * out, scale * inside


def cone_matrices(z, ls, a):
    """Same matrices by explicit averaging over k and a cone of k'."""
    c, weight = np.polynomial.legendre.leggauss(24)
    weight = weight / 2
    azimuth = 2 * pi * np.arange(32) / 32
    out, inside = [], []
    f = harmonics(ls, c)
    w = 1 + a * eval_legendre(2, c)
    for zz in z:
        mu = 1 - 2 * zz**2
        cp = (c[:, None] * mu + np.sqrt(1 - c[:, None]**2)
              * np.sqrt(max(0.0, 1 - mu**2)) * np.cos(azimuth))
        wp = 1 + a * eval_legendre(2, cp)
        fp = (harmonics(ls, cp) * wp).mean(axis=2)
        out.append(lam * zz**2 * (f * weight * w * wp.mean(axis=1)) @ f.T)
        inside.append(lam * zz**2 * (f * weight * w) @ fp.T)
    return np.array(out), np.array(inside)


def collision_matrix(t, orders=EVEN, ls=(1,), a=0.0):
    """Gamma in eV with indices (l, n, l', n')."""
    nodes, weight = np.polynomial.legendre.leggauss(100)
    u_max = min(1 / t, 100.0)
    u = 0.5 * u_max * (nodes + 1)
    weight = 0.5 * u_max * weight * omega_max * t * pi / np.sinh(u / 2)**2
    big_a, big_b = energy_integrals(u, orders)
    out, inside = angular_matrices(u * t, ls, a)
    return (np.einsum('u,uij,unm->injm', weight, out, big_a, optimize=True)
            - np.einsum('u,uij,unm->injm', weight, inside, big_b, optimize=True))


def effective_rate(gamma, n_l, n_n):
    """Gamma_eff from the first n_l harmonics and n_n polynomials."""
    size = n_l * n_n
    block = gamma[:n_l, :n_n, :n_l, :n_n].reshape(size, size)
    drive = np.zeros(size)
    drive[0] = 1.0
    return 1 / np.linalg.solve(block, drive)[0]


def coupling_lowering(gamma, n_n):
    """Fractional lowering for l=1, free of subtractive cancellation."""
    block = gamma[0, :n_n, 0, :n_n]
    coupling = block[1:, 0]
    return coupling @ np.linalg.solve(block[1:, 1:], coupling) / block[0, 0]


def grid_solution(t, step, ls, a, x_max, n_project):
    """Golden-rule rates on an energy grid.

    Returns the unrestricted rate, the rate of a constant trial function, the
    rate restricted to n_project even polynomials, and the energy profile.
    Rows and columns are scaled by sqrt(-df/dx) for good conditioning.
    """
    half = round(x_max / step)
    x = np.arange(-half, half + 1) * step
    size, n_l = len(x), len(ls)
    index = np.arange(size)
    shift = index[:, None] - index[None, :]
    dist = np.abs(shift)
    last = round(1 / (t * step))
    assert abs(last * step * t - 1) < 1e-12
    out, inside = cone_matrices(np.arange(last + 1) * step * t, ls, a)
    bose = np.zeros(size)
    bose[1:] = 1 / np.expm1(index[1:] * step)
    phonon = bose[dist] + (shift > 0)
    edge = np.where(dist < last, 1.0, np.where(dist == last, 0.5, 0.0))
    f = 1 / (np.exp(x) + 1)
    empty = 1 / (np.exp(-x) + 1)
    root = np.sqrt(f * empty)
    pair = (2 * pi * omega_max * t * step**2 * f[:, None] * empty[None, :]
            * phonon * edge)
    clipped = np.minimum(dist, last)
    scaled = pair / (root[:, None] * root[None, :])
    matrix = -scaled[:, :, None, None] * inside[clipped]
    diagonal = np.einsum('ij,ijkl->ikl', pair / root[:, None]**2, out[clipped])
    matrix[index, index] += diagonal
    matrix = matrix.transpose(0, 2, 1, 3).reshape(size * n_l, size * n_l)
    drive = np.zeros((size, n_l))
    drive[:, 0] = step * root
    drive = drive.ravel()
    solution = np.linalg.solve(matrix, drive)
    sigma = energy_polynomials(x, tuple(range(0, 2 * n_project, 2)))
    basis = np.einsum('in,kl->ikln', sigma * root[:, None], np.eye(n_l))
    basis = basis.reshape(size * n_l, n_l * n_project)
    small = basis.T @ matrix @ basis
    small_drive = basis.T @ drive
    trial_rate = small[0, 0] / small_drive[0]**2
    restricted = 1 / (small_drive @ np.linalg.solve(small, small_drive))
    profile = solution.reshape(size, n_l)[:, 0] / root
    profile = profile / profile[half]
    picked = [profile[half + round(v / step)] for v in (2, 4, 8)]
    return np.array([1 / (drive @ solution), trial_rate, restricted] + picked)


def extrapolated_grid(*case):
    """Remove the leading step^2 error of the trapezoidal grid."""
    t, rest = case[0], case[1:]
    return (4 * grid_solution(t, 0.1, *rest) - grid_solution(t, 0.2, *rest)) / 3


# Orthonormality of the energy polynomials under -df/dx
x = np.arange(-500, 501) * 0.3
sig = energy_polynomials(x, tuple(range(17)))
minus_df = 1 / (4 * np.cosh(x / 2)**2)
thermal = 0.3 * minus_df
assert np.allclose((sig * thermal[:, None]).T @ sig, np.eye(17), atol=1e-8)
assert np.allclose(sig[:, 2], np.sqrt(5) / 4 * (3 * x**2 / pi**2 - 1))

# Orthogonalized odd velocity powers agree with the sphere harmonics
c, wc = np.polynomial.legendre.leggauss(32)
wc = wc / 2
q, _ = np.linalg.qr(np.sqrt(wc)[:, None] * np.stack([c**l for l in ODD_L], 1))
cross = q.T @ (harmonics(ODD_L, c) * np.sqrt(wc)).T
assert np.allclose(np.abs(cross), np.eye(len(ODD_L)), atol=1e-10)

# Closed energy integrals and parity
u = np.array([0.3, 2.0, 7.0, 15.0])
A, B = energy_integrals(u, (0, 1, 2, 3))
assert np.allclose(A[:, 0, 0], u) and np.allclose(B[:, 0, 0], u)
assert np.allclose(A[:, 0, 2], np.sqrt(5) * u**3 / (4 * pi**2))
assert np.allclose(B[:, 0, 2], np.sqrt(5) * u**3 / (4 * pi**2))
assert np.allclose(A[:, 2, 2], u + 5*u**3/(4*pi**2) + 9*u**5/(16*pi**4))
assert np.allclose(B[:, 2, 2], u - 5*u**3/(8*pi**2) + 3*u**5/(32*pi**4))
for table in (A, B):
    assert np.max(np.abs(table[:, ::2, 1::2])) < 1e-8

# Addition theorem against explicit cone averages
z_test = np.array([0.1, 0.45, 0.9])
for derived, direct in zip(angular_matrices(z_test, ODD_L, aniso),
                           cone_matrices(z_test, ODD_L, aniso)):
    assert np.allclose(derived, direct, atol=1e-12)

# The scattering-out rate vanishes at x = i*pi, the origin of slow convergence
y_nodes, y_weight = np.polynomial.legendre.leggauss(60)
y_nodes, y_weight = 4 * (y_nodes + 1), 4 * y_weight


def out_rate(energy):
    up = 1 / (np.exp(energy + y_nodes) + 1)
    down = 1 / (np.exp(y_nodes - energy) + 1)
    return np.sum(y_weight * y_nodes**2 * (2 / np.expm1(y_nodes) + up + down))


assert abs(out_rate(1j * pi)) < 1e-8 * abs(out_rate(0.0))

# Expansion against the direct energy-grid operator and its full solution
kt_main = 0.005
t_main = kt_main / omega_max
iso = collision_matrix(t_main, EVEN_LONG)
full = collision_matrix(t_main, EVEN_LONG, ODD_L, aniso)
grid_iso = extrapolated_grid(t_main, (1,), 0.0, 40.0, 4)
grid_full = extrapolated_grid(t_main, ODD_L, aniso, 24.0, 2)
n_long = len(EVEN_LONG)
iso_steps = np.array([effective_rate(iso, 1, n) for n in range(1, n_long + 1)])
full_steps = np.array([effective_rate(full, 4, n) for n in range(1, n_long + 1)])
l_steps = np.array([effective_rate(full, l, n_long) for l in range(1, 5)])
for gamma, steps, grid, n_l, n_p in ((iso, iso_steps, grid_iso, 1, 4),
                                     (full, full_steps, grid_full, 4, 2)):
    lowest = gamma[0, 0, 0, 0]
    assert abs(grid[1] / lowest - 1) < 1e-4
    assert abs(grid[2] / effective_rate(gamma, n_l, n_p) - 1) < 1e-4
    gap = steps - grid[0]
    assert np.all(gap > -2e-5 * grid[0])
    assert np.all(np.diff(steps) < 1e-12) and steps[-1] < lowest
    assert gap[-1] < 0.5 * gap[EVEN_LONG.index(16)] + 2e-5 * grid[0]
    assert gap[-1] < 0.1 * (lowest - grid[0])
assert np.all(np.diff(l_steps) < 1e-12)
size = len(ODD_L) * n_long
assert np.linalg.eigvalsh(full.reshape(size, size))[0] > 0
assert 1 > grid_iso[3] > grid_iso[4] > grid_iso[5]


def energy_lowering(t):
    g = collision_matrix(t)
    return 1 - effective_rate(g, 1, len(EVEN)) / g[0, 0, 0, 0]


# Isotropic low-temperature limit
t_low = 0.002
low_iso = collision_matrix(t_low)
delta_low_two = 1 - effective_rate(low_iso, 1, 2) / low_iso[0, 0, 0, 0]
delta_low_all = 1 - effective_rate(low_iso, 1, 9) / low_iso[0, 0, 0, 0]
J5, J7 = [4 * factorial(n) * zeta(n) for n in (5, 7)]
low_coefficient = (5 / (8 * pi**4) * J7**2
                   / (J5 * (15 * J5 / (8 * pi**2) + 15 * J7 / (32 * pi**4))))
assert abs(delta_low_two / (low_coefficient * t_low**2) - 1) < 1e-3

# Isotropic high-temperature limit: the rate varies with energy as -df/dx,
# so every even polynomial contributes at the same order in 1/t
t_hot = 20.0
hot = collision_matrix(t_hot, EVEN_LONG)
hot_two, hot_16, hot_40 = [coupling_lowering(hot, n) * t_hot**4
                           for n in (2, len(EVEN), n_long)]
sigma2_coefficient = 5 / (36 * pi**4)
limit_coefficient = 1 / 405
variance = np.sum(thermal * minus_df**2) - np.sum(thermal * minus_df)**2
assert abs(variance * 180 - 1) < 1e-8
projections = sig.T @ (thermal * minus_df)
sum_16 = 4 / 9 * np.sum(projections[2::2]**2)
assert abs(hot_two / sigma2_coefficient - 1) < 0.01
assert abs(hot_16 / sum_16 - 1) < 0.02
assert abs(hot_40 / limit_coefficient - 1) < 0.1

# Single maximum at intermediate temperature
scan = np.array([energy_lowering(t) for t in np.geomspace(0.01, 2, 13)])
top = int(np.argmax(scan))
assert 0 < top < 12
assert np.all(np.diff(scan[:top + 1]) > 0) and np.all(np.diff(scan[top:]) < 0)
peak = minimize_scalar(lambda s: -energy_lowering(np.exp(s)),
                       bounds=(np.log(0.02), np.log(1.0)), method='bounded',
                       options={'xatol': 1e-3})
t_peak, delta_peak = np.exp(peak.x), -peak.fun

# Anisotropic limits
t_high = 5.0
w = 1 + aniso * eval_legendre(2, c)
w_low = wc * (1 - c**2) / np.sum(wc * (1 - c**2))
w_high = wc * c**2 / np.sum(wc * c**2)
limit_low = 1 / (np.sum(w_low * w**2) * np.sum(w_low / w**2))
limit_high = 1 / (np.sum(w_high * w) * np.sum(w_high / w))
end_ratios = []
for t, limit in ((t_low, limit_low), (t_high, limit_high)):
    g = collision_matrix(t, ls=ODD_L, a=aniso)
    harmonic_only = effective_rate(g, 4, 1)
    everything = effective_rate(g, 4, 9)
    assert abs(harmonic_only / g[0, 0, 0, 0] - limit) < 1e-3
    assert 0 <= 1 - everything / harmonic_only < 1e-3
    end_ratios.append(everything / g[0, 0, 0, 0])

# Worked example
density = k_fermi**3 / (3 * pi**2)
fermi_energy = (const.hbar * k_fermi * 1e10)**2 / (2 * const.m_e * const.e)


def microohm_cm(rate_ev):
    return (const.m_e * rate_ev * const.e / const.hbar
            / (density * 1e30 * const.e**2) * 1e8)


print(f"kF = {k_fermi:.2f} 1/angstrom")
print(f"electron density = {density:.5f} 1/angstrom^3")
print(f"Fermi energy = {fermi_energy:.3f} eV")
print(f"largest phonon energy = {omega_max:.3f} eV")
print(f"lambda = {lam:.2f}, anisotropy a = {aniso:.2f} (no unit)")
print(f"Isotropic model (a=0), kT = {kt_main:.4f} eV, t = {t_main:.4f}")
print(f"Gamma_00 = {iso[0,0,0,0]*1e3:.5f} meV")
print(f"Gamma_02 = {iso[0,0,0,1]*1e3:.5f} meV")
print(f"Gamma_22 = {iso[0,1,0,1]*1e3:.5f} meV")
for n in (0, 2, 4, 8, 16, 40):
    value = iso_steps[EVEN_LONG.index(n)]
    print(f"rate with n up to {n:2d} = {value*1e3:.5f} meV")
print(f"energy-grid rate = {grid_iso[0]*1e3:.5f} meV")
print(f"grid rate, constant trial = {grid_iso[1]*1e3:.5f} meV")
print(f"grid rate, n up to 6 only = {grid_iso[2]*1e3:.5f} meV")
for value, ratio in zip((2, 4, 8), grid_iso[3:]):
    print(f"psi(x={value})/psi(0) = {ratio:.4f}")
print(f"largest isotropic lowering, n up to 16 = {100*delta_peak:.3f} %")
print(f"at t = {t_peak:.3f}, kT = {t_peak*omega_max:.5f} eV")
print(f"that temperature = {t_peak*omega_max*const.e/const.k:.1f} K")
print(f"low-T coefficient of t^2, sigma_2 only = {low_coefficient:.3f}")
print(f"lowering/t^2 at t=0.002, n up to 16 = {delta_low_all/t_low**2:.3f}")
print(f"high-T coefficient of 1/t^4, sigma_2 only = {sigma2_coefficient:.6f}")
print(f"high-T coefficient of 1/t^4, all n = {limit_coefficient:.6f}")
print(f"lowering*t^4 at t=20, sigma_2 only = {hot_two:.6f}")
print(f"lowering*t^4 at t=20, n up to 16 = {hot_16:.6f}")
print(f"lowering*t^4 at t=20, n up to 40 = {hot_40:.6f}")
print("Anisotropic model: rates in meV, n up to 16, l up to 7")
print("kT/eV   lowest    +energy   +harmon.  all")
for kt in (0.001, 0.002, 0.005, 0.01, 0.02, 0.04):
    g = collision_matrix(kt / omega_max, ls=ODD_L, a=aniso)
    r = [1e3 * effective_rate(g, l, n) for l, n in ((1, 1), (1, 9), (4, 1), (4, 9))]
    assert r[3] < min(r[1], r[2]) and max(r[1], r[2]) < r[0]
    print(f"{kt:.3f} " + " ".join(f"{v:9.5f}" for v in r))
print(f"kT = {kt_main:.4f} eV is {kt_main*const.e/const.k:.2f} K")
for l in range(4):
    print(f"n up to 40, l up to {ODD_L[l]}: {l_steps[l]*1e3:.5f} meV")
print(f"anisotropic grid rate, l up to 7 = {grid_full[0]*1e3:.5f} meV")
rho_low, rho_series, rho_grid = [microohm_cm(v) for v in
                                 (full[0, 0, 0, 0], full_steps[-1], grid_full[0])]
print(f"lowest-order resistivity = {rho_low:.5f} microohm cm")
print(f"series resistivity, n up to 40 = {rho_series:.5f} microohm cm")
print(f"energy-grid resistivity = {rho_grid:.5f} microohm cm")
print(f"lowering by the series = {100*(1-rho_series/rho_low):.3f} %")
print(f"lowering on the grid = {100*(1-rho_grid/rho_low):.3f} %")
print(f"low-T ratio: limit {limit_low:.5f}, t=0.002 {end_ratios[0]:.5f}")
print(f"high-T ratio: limit {limit_high:.5f}, t=5 {end_ratios[1]:.5f}")
print("all good")
```

Printed output:

```
kF = 1.20 1/angstrom
electron density = 0.05836 1/angstrom^3
Fermi energy = 5.486 eV
largest phonon energy = 0.040 eV
lambda = 0.50, anisotropy a = 0.50 (no unit)
Isotropic model (a=0), kT = 0.0050 eV, t = 0.1250
Gamma_00 = 1.55665 meV
Gamma_02 = 2.43171 meV
Gamma_22 = 16.44085 meV
rate with n up to  0 = 1.55665 meV
rate with n up to  2 = 1.19698 meV
rate with n up to  4 = 1.15160 meV
rate with n up to  8 = 1.14190 meV
rate with n up to 16 = 1.14021 meV
rate with n up to 40 = 1.13908 meV
energy-grid rate = 1.13864 meV
grid rate, constant trial = 1.55665 meV
grid rate, n up to 6 only = 1.14387 meV
psi(x=2)/psi(0) = 0.7849
psi(x=4)/psi(0) = 0.4429
psi(x=8)/psi(0) = -0.1669
largest isotropic lowering, n up to 16 = 27.799 %
at t = 0.148, kT = 0.00594 eV
that temperature = 68.9 K
low-T coefficient of t^2, sigma_2 only = 27.691
lowering/t^2 at t=0.002, n up to 16 = 29.657
high-T coefficient of 1/t^4, sigma_2 only = 0.001426
high-T coefficient of 1/t^4, all n = 0.002469
lowering*t^4 at t=20, sigma_2 only = 0.001426
lowering*t^4 at t=20, n up to 16 = 0.002352
lowering*t^4 at t=20, n up to 40 = 0.002438
Anisotropic model: rates in meV, n up to 16, l up to 7
kT/eV   lowest    +energy   +harmon.  all
0.001   0.00051   0.00051   0.00047   0.00046
0.002   0.01698   0.01612   0.01585   0.01500
0.005   1.62296   1.18198   1.58366   1.14925
0.010  16.66234  13.13252  16.25846  12.83800
0.020  60.21001  58.13177  58.55359  56.56022
0.040 142.32925 141.97222 138.23741 137.89564
kT = 0.0050 eV is 58.02 K
n up to 40, l up to 1: 1.18138 meV
n up to 40, l up to 3: 1.14939 meV
n up to 40, l up to 5: 1.14852 meV
n up to 40, l up to 7: 1.14850 meV
anisotropic grid rate, l up to 7 = 1.14814 meV
lowest-order resistivity = 0.14993 microohm cm
series resistivity, n up to 40 = 0.10610 microohm cm
energy-grid resistivity = 0.10607 microohm cm
lowering by the series = 29.235 %
lowering on the grid = 29.257 %
low-T ratio: limit 0.89744, t=0.002 0.89746
high-T ratio: limit 0.97079, t=5 0.97081
all good
```
